# Toeplitz Matrices and Exponential Ground-Energy Convergence from Real-Time States

## Result and assumptions

Let $H$ be a Hermitian matrix with lowest energy $E_0$, next distinct energy $E_1$ and highest energy $E_{\max}$, and set $\hbar=1$. Write $\Delta_n=E_n-E_0$ and $\Delta_{\max}=E_{\max}-E_0$, with $0<\Delta_1<\Delta_{\max}$. A normalized start state $\phi_0$ has weight $w_0>0$ in the ground eigenspace and mean energy $\bar E=\langle\phi_0|H|\phi_0\rangle$. From it we form the $2k+1$ states

$$\phi_j=e^{-iHj\tau}\phi_0,\qquad j=-k,\dots,k,\qquad k\ge 1. \tag{1}$$

Their overlap matrix $S$ and Hamiltonian matrix $\mathbf H$ are Hermitian Toeplitz matrices: each element depends on the difference of its indices. Let $\varepsilon_k$ be the lowest Ritz energy, the minimum of the Rayleigh quotient over the span of (1). If

$$0<\tau\le\frac{2\pi}{\Delta_{\max}+\Delta_1}, \tag{2}$$

then, with $a=\Delta_1\tau$ and $\sinh G=\tan(a/2)$,

$$0\le\varepsilon_k-E_0\le\frac{\bar E-E_0}{w_0\cosh^2(2kG)}\le4\Delta_{\max}\frac{1-w_0}{w_0}\,e^{-2ka}. \tag{3}$$

The step $\tau=\pi/\Delta_{\max}$ satisfies (2) and gives the exponential bound

$$\varepsilon_k-E_0\le4\Delta_{\max}\frac{1-w_0}{w_0}\,e^{-2\pi k\Delta_1/\Delta_{\max}}\le4\Delta_{\max}\frac{1-w_0}{w_0}\left(1+\frac{\pi\Delta_1}{\Delta_{\max}}\right)^{-2k}, \tag{4}$$

where the last step uses $e^x\ge1+x$. The statement concerns exact evolution and exact arithmetic; noise in the matrix elements is not covered.

## Why the matrices are Toeplitz

Define the time signal $s(t)=\langle\phi_0|e^{-iHt}|\phi_0\rangle$. The bra belonging to $\phi_j$ carries $e^{+iHj\tau}$, so

$$S_{jl}=\langle\phi_j|\phi_l\rangle=\langle\phi_0|e^{iHj\tau}e^{-iHl\tau}|\phi_0\rangle=s\big((l-j)\tau\big). \tag{5}$$

For the Hamiltonian matrix, $H$ stands between the two exponentials. It commutes with both and can be moved to the left:

$$\mathbf H_{jl}=\langle\phi_0|e^{iHj\tau}He^{-iHl\tau}|\phi_0\rangle=h\big((l-j)\tau\big),\qquad h(t)=\langle\phi_0|He^{-iHt}|\phi_0\rangle=i\frac{ds}{dt}. \tag{6}$$

The factor $i$ follows from $ds/dt=-i\langle\phi_0|He^{-iHt}|\phi_0\rangle$. Since $s(-t)=s(t)^*$ and $h(-t)=h(t)^*$, both matrices are Hermitian, and their first rows determine them.

Shifting all indices by $k$ leaves the differences unchanged. The basis $j=0,\dots,2k$ therefore gives the same matrices and the same Ritz energies, and forward evolution up to time $2k\tau$ suffices. The centred indices in (1) are convenient for the proof.

The two Toeplitz properties have different origins. Equation (5) needs a unitary step $U$; equation (6) also needs $[H,U]=0$. If a Trotter product replaces $e^{-iH\tau}$, $S$ stays Toeplitz, but the diagonal elements of $\mathbf H$ become the mean energies after successive approximate steps, which in general differ.

## From the energy to a filter

Expand $\phi_0=\sum_n\gamma_n|n\rangle$, where $|n\rangle$ is the normalized projection of $\phi_0$ on the eigenspace of the distinct energy $E_n$. The weights are $w_n=|\gamma_n|^2$, with $\sum_nw_n=1$. Give a trial state the coefficients $c_je^{iE_0j\tau}$, which is no restriction because the phases can be absorbed in $c_j$. Then

$$\psi=\sum_{j=-k}^{k}c_je^{iE_0j\tau}\phi_j=\sum_n\gamma_np(\theta_n)|n\rangle,\qquad p(\theta)=\sum_{j=-k}^{k}c_je^{-ij\theta},\quad\theta_n=\Delta_n\tau. \tag{7}$$

Every trial state is thus $\phi_0$ passed through a trigonometric filter of degree at most $k$. The ground level sits at $\theta_0=0$. We choose a filter with $p(0)=1$, and let $\beta$ be an upper limit of $|p|$ on the excited phases. The variational principle gives

$$0\le\varepsilon_k-E_0\le\frac{\sum_{n>0}w_n|p(\theta_n)|^2\Delta_n}{\sum_nw_n|p(\theta_n)|^2}\le\frac{\beta^2}{w_0}\sum_{n>0}w_n\Delta_n=\beta^2\,\frac{\bar E-E_0}{w_0}. \tag{8}$$

The denominator was reduced to its ground term $w_0|p(0)|^2=w_0$, and each $|p(\theta_n)|^2$ in the numerator was replaced by $\beta^2$. The energy error is quadratic in the filter leakage $\beta$.

Levels with $w_n=0$ do not enter (8). One may therefore take $E_1$ and $E_{\max}$ from the levels present in $\phi_0$, for instance those in its symmetry sector.

The same representation settles when $S$ is singular. The squared norm of (7) is $\sum_nw_n|p(\theta_n)|^2$. Apart from a phase factor, $p$ is a polynomial of degree at most $2k$ in $e^{-i\theta}$, so a nonzero $p$ has at most $2k$ zeros on the circle. Hence $S$ is positive definite if $\phi_0$ contains at least $2k+1$ distinct phases. With fewer, a nonzero $p$ can vanish at all of them, and $S$ has a null space. Removing it leaves the span, and the bound, unchanged.

## The trigonometric minimax polynomial

The excited phases lie between $a$ and $\Delta_{\max}\tau$. Condition (2) says $\Delta_{\max}\tau\le2\pi-a$. Modulo $2\pi$, they all lie in the symmetric set

$$K=\{\theta:\ a\le|\theta|\le\pi\}. \tag{9}$$

Also $a\le2\pi\Delta_1/(\Delta_{\max}+\Delta_1)<\pi$, so $K$ is an arc of nonzero length. We seek the $p$ of degree at most $k$ with $p(0)=1$ and the smallest maximum modulus on $K$.

First, $p$ may be taken real and even. For real $\theta$, replacing $p$ by $r=\operatorname{Re}p$ keeps the value 1 at $\theta=0$ and does not increase the modulus. Replacing $r(\theta)$ by $[r(\theta)+r(-\theta)]/2$ also keeps that value, and does not increase the maximum because $K$ is symmetric. What remains is a sum of $\cos j\theta=T_j(\cos\theta)$, with $T_j$ the Chebyshev polynomials. It is an ordinary polynomial $P(x)$ of degree at most $k$ in $x=\cos\theta$, with $P(1)=1$, to be kept small on $-1\le x\le\cos a$.

The linear map

$$y(x)=1+\frac{2(x-\cos a)}{1+\cos a} \tag{10}$$

takes this interval to $[-1,1]$ and takes $x=1$ to

$$Y=1+2\,\frac{1-\cos a}{1+\cos a}=1+2\tan^2\frac a2>1. \tag{11}$$

The candidate is

$$p_*(\theta)=\frac{T_k\big(y(\cos\theta)\big)}{T_k(Y)},\qquad\max_K|p_*|=\frac1{T_k(Y)}. \tag{12}$$

It is optimal. Suppose some $P$ with $P(1)=1$ had a smaller maximum. At the $k+1$ points $y=\cos(m\pi/k)$, $m=0,\dots,k$, the candidate takes the values $\pm1/T_k(Y)$ with alternating sign. The difference between candidate and $P$ has the candidate's sign at each of them, so it has $k$ zeros between them. It also vanishes at $x=1$, where both polynomials equal 1. A polynomial of degree at most $k$ with $k+1$ zeros is identically zero, which contradicts the smaller maximum.

To find the rate, insert $\tan(a/2)=\sinh G$ in (11). Then $Y=1+2\sinh^2G=\cosh2G$, and $T_k(\cosh u)=\cosh ku$ gives

$$\beta=\frac1{\cosh(2kG)}. \tag{13}$$

With (8), this is the first upper bound in (3). For the second, differentiate $G=\operatorname{arsinh}\tan(a/2)$:

$$\frac{dG}{da}=\frac{\tfrac12\sec^2(a/2)}{\sqrt{1+\tan^2(a/2)}}=\frac12\sec\frac a2\ge\frac12,\qquad\text{so}\quad G\ge\frac a2. \tag{14}$$

Since $\cosh u\ge e^u/2$, we have $\beta^2\le4e^{-4kG}\le4e^{-2ka}$. Finally $\bar E-E_0=\sum_{n>0}w_n\Delta_n\le(1-w_0)\Delta_{\max}$, which completes (3).

For a target error $\eta$, the simple bound is sufficient when

$$2k\tau\ge\frac1{\Delta_1}\ln\frac{4\Delta_{\max}(1-w_0)}{w_0\eta}. \tag{15}$$

By this estimate the total forward time scales with the inverse gap, and a poor start state costs a logarithm. Condition (15) is sufficient, not necessary. At $\tau=\pi/\Delta_{\max}$ and $\Delta_1\ll\Delta_{\max}$, the sharper bound (19) below has $\cosh\Gamma=\tan(\pi/4+a/4)$, so $\Gamma\simeq\sqrt a$, and a time of order $(\Delta_1\Delta_{\max})^{-1/2}$ times the logarithm suffices in exact arithmetic.

## What a smaller step does

At fixed $k$, the bound (3) improves as $\tau$ grows. This does not show that the error does. The set $K$ is filled from end to end at the upper limit of (2), whereas for smaller $\tau$ the phases occupy one arc $[a,\Delta_{\max}\tau]$ and leave part of $K$ empty. A filter need not be small there.

Let the arc have centre $c=(\Delta_{\max}+\Delta_1)\tau/2$ and half-width $b=(\Delta_{\max}-\Delta_1)\tau/2$, and use

$$q(\theta)=\frac{T_k(z(\theta))}{T_k(z(0))},\qquad z(\theta)=\frac{2\sin^2[(\theta-c)/2]}{\sin^2(b/2)}-1. \tag{16}$$

Because $2\sin^2[(\theta-c)/2]=1-\cos(\theta-c)$, this is a trigonometric polynomial of degree $k$. On the arc, $|\theta-c|\le b<\pi$, so $-1\le z\le1$ and $|q|\le1/T_k(z(0))$. Define $\Gamma>0$ by

$$\cosh\Gamma=\frac{\sin(c/2)}{\sin(b/2)}=\frac{\sin[(\Delta_{\max}+\Delta_1)\tau/4]}{\sin[(\Delta_{\max}-\Delta_1)\tau/4]}. \tag{17}$$

The ratio exceeds 1 for $\Delta_{\max}\tau<2\pi$, because

$$\sin\frac c2-\sin\frac b2=2\cos\frac{\Delta_{\max}\tau}4\,\sin\frac{\Delta_1\tau}4>0. \tag{18}$$

Then $z(0)=2\cosh^2\Gamma-1=\cosh2\Gamma$, and (8) gives

$$\varepsilon_k-E_0\le\frac{\bar E-E_0}{w_0\cosh^2(2k\Gamma)},\qquad0<\tau<\frac{2\pi}{\Delta_{\max}}. \tag{19}$$

At the upper limit of (2), $c=\pi$ and $b=\pi-a$, so $\cosh\Gamma=1/\cos(a/2)=\cosh G$ and the two bounds agree. For smaller steps $\Gamma$ is larger. To see this, put $\alpha=(\Delta_{\max}+\Delta_1)/4$ and $\alpha'=(\Delta_{\max}-\Delta_1)/4$. The logarithmic derivative of (17) with respect to $\tau$ is

$$\frac1\tau\big[\alpha\tau\cot\alpha\tau-\alpha'\tau\cot\alpha'\tau\big]<0, \tag{20}$$

because $u\cot u$ has derivative $(\tfrac12\sin2u-u)/\sin^2u<0$ for $0<u<\pi$. Since $G$ falls with decreasing $\tau$ while $\Gamma$ rises, (19) is at least as strong as the first bound in (3) throughout (2).

As $\tau\to0$, $\cosh\Gamma\to(\Delta_{\max}+\Delta_1)/(\Delta_{\max}-\Delta_1)$. This is the Chebyshev rate for polynomials of degree $2k$ in $H$ itself. The price is conditioning: every element of $S$ tends to $s(0)=1$, so $S$ approaches a matrix of rank one.

## Aliasing

At $\tau=2\pi/\Delta_{\max}$ the highest level has phase $2\pi$, the same as the ground level. No filter can distinguish them. If $\phi_0$ has weight $w_{\max}>0$ in the highest level, every trial state contains these two components in the fixed combination $\chi\propto\gamma_0|0\rangle+\gamma_{\max}|\max\rangle$, together with other excited eigenstates. In the space spanned by $\chi$ and those eigenstates $H$ is diagonal, because $\langle n|H|\chi\rangle=0$ for them. Its lowest energy bounds the Ritz energy from below:

$$\varepsilon_k-E_0\ge\min\left(\Delta_1,\ \Delta_{\max}\frac{w_{\max}}{w_0+w_{\max}}\right). \tag{21}$$

The minimum is over values that do not depend on $k$, so more time steps cannot remove this error.

## A six-site spin chain

Consider an open chain of six spins $\tfrac12$ with

$$H=-J\sum_{i=1}^{5}Z_iZ_{i+1}-J\sum_{i=1}^{6}X_i-\frac J2\sum_{i=1}^{6}Z_i, \tag{22}$$

where $X_i$ and $Z_i$ are Pauli matrices. All spins initially point along $+x$. Energies are in units of $J$ and times in units of $1/J$. Diagonalization gives $E_0=-9.4586$, $\Delta_1=2.8975$, $\Delta_{\max}=16.9513$ and $w_0=0.1917$. The start state has $\bar E=-6$, because the $Z$ terms average to zero.

The largest step allowed by (2) is $2\pi/(16.9513+2.8975)=0.31655$, for which $a=0.9172$ and $G=0.4756$. The prefactor in (3) is $(-6+9.4586)/0.1917=18.04$. For $k=6$, $\cosh(12\times0.4756)\simeq150$, so the first bound is about $18.04/150^2\simeq8.0\times10^{-4}$. The computed errors and bounds are as follows.

| $k$ | Error | First bound in (3) | Simple bound |
|---|---|---|---|
| 2 | $1.29\times10^{-1}$ | $1.54$ | $7.29$ |
| 4 | $3.19\times10^{-3}$ | $3.57\times10^{-2}$ | $1.86\times10^{-1}$ |
| 6 | $2.54\times10^{-5}$ | $7.97\times10^{-4}$ | $4.74\times10^{-3}$ |

For $k=4$, the Chebyshev-filtered state itself has error $2.86\times10^{-2}$. It respects the bound, while the Ritz state, which adapts to the actual weights and levels, is about nine times more accurate. A linear program over real trigonometric polynomials of degree 4, including sines, gives a minimax value of 0.04451, in agreement with (13).

For $\tau=\pi/\Delta_{\max}=0.18533$ and $k=6$, the error is $1.6\times10^{-8}$, far below the $2.5\times10^{-5}$ found at the larger step, although the simple bound has risen to 0.45. The bound (19), unlike (3), also falls when the step is reduced. Here $a=0.5370$, and (17) gives

$$\cosh\Gamma=\frac{\sin[(\pi+0.5370)/4]}{\sin[(\pi-0.5370)/4]}\simeq\frac{0.7954}{0.6061}\simeq1.312,\qquad\Gamma\simeq0.771. \tag{23}$$

The bound becomes $4\times18.04\,e^{-24\times0.771}\simeq7\times10^{-7}$. It is smaller than the first bound at the larger step by a factor of about 1200; the errors themselves differ by a factor of about 1600.

At the larger step the condition number of $S$ rises from 18 at $k=1$ to $2.4\times10^4$ at $k=6$. The largest eigenvalue of the latter matrix is at most its trace, 13, so its smallest is at most $13/(2.4\times10^4)\simeq5\times10^{-4}$. Noise of that size can destroy the positivity of $S$. At $\tau=\pi/\Delta_{\max}$ and $k=6$ the condition number is $4.5\times10^{11}$ and the smallest eigenvalue $1.6\times10^{-11}$, so the smaller error found there comes with a far lower tolerance to noise. Discarding small eigenvalues of $S$ then changes the trial space, and (3) no longer applies as it stands.

With the first-order Trotter step $e^{-iH_Z\tau}e^{-iH_X\tau}$ at the larger step $\tau=0.31655$, where $H_X$ contains the $X_i$ terms of (22) and $H_Z$ the rest, neighbouring elements along a diagonal of the five-dimensional $\mathbf H$ differ by up to $2.0J$, while $S$ remains Toeplitz to rounding error.

## A dense band

The chain does not show whether the rate in (3) is representative of a spectrum that fills $K$. For that, take a ground level at zero with $w_0=0.5$ and 400 equally weighted levels evenly spaced from $1J$ to $10J$. The largest step in (2) is $2\pi/11=0.5712$. The error falls from $3.01\times10^{-4}J$ at $k=8$ to $3.09\times10^{-5}J$ at $k=10$, a factor of $3.12$ per unit of $k$. The predicted factor $e^{4G}$ is $3.18$, about 2% larger. The prefactor is less tight: at $k=10$ the bound is $2.05\times10^{-4}J$, some 6.6 times the error.

Lengthening the step by a tenth, to $2\pi/10=0.6283$, aliases the top of the band with the ground level. The top level has weight $0.5/400=0.00125$, so (21) gives a floor of $10J\times0.00125/0.50125=0.0249J$. The computed error at $k=10$ is $0.0946J$, above the floor and about 3000 times the error at the permitted step. Applying (3) outside its window would have promised $6\times10^{-5}J$. The remaining numerical checks, including 200 cases with random spectra and weights, are in the numerical output.

## Calculated quantities

```
Sites 6; J = 1.0, transverse 1.0 J, longitudinal 0.5 J
E0 = -9.458552 J, D1 = 2.897504 J, Dmax = 16.951343 J
Ground weight w0 = 0.191694, mean energy = -6.000000 J
Largest permitted step tau = 0.316552 /J, a = 0.917210 rad, G = 0.475581
m=0: s = 1.000000 +0.000000i, h = -6.000000 +0.000000i J
m=1: s = -0.292903 +0.681169i, h = 3.129518 -4.061964i J
m=2: s = -0.195839 -0.370874i, h = 0.820164 +2.931295i J
Trotter basis, Toeplitz defect: S 6.7e-16, H 1.9971 J
Toeplitz pencil, k=2: error 1.293354e-01 J
k, dimension, error/J, sharp bound/J, simple bound/J, cond(S)
1  3 9.874e-01 8.154e+00 4.566e+01 1.8e+01
2  5 1.293e-01 1.538e+00 7.292e+00 1.3e+02
3  7 1.898e-02 2.382e-01 1.165e+00 4.7e+02
4  9 3.194e-03 3.575e-02 1.860e-01 1.9e+03
5 11 4.075e-04 5.339e-03 2.971e-02 7.7e+03
6 13 2.541e-05 7.968e-04 4.744e-03 2.4e+04
Step pi/Dmax = 0.185330 /J, a = 0.536994 rad, k=6:
  error 1.592e-08 J, simple bound 4.546e-01 J, power bound 1.645e+00 J
Chebyshev-filtered state, k=4: error 2.860e-02 J
Minimax, k=4: linear program 0.044511, formula 0.044512, 2exp(-ka) 0.051012
Random spectra: 200 cases, largest error/bound = 0.0624
Band: 400 levels, 1.0 to 10.0 J, w0 = 0.5, tau = 0.571199 /J, a = 0.571199 rad
  k=2: error 2.345e-01 J, sharp bound 1.798e+00 J
  k=4: error 2.677e-02 J, sharp bound 2.099e-01 J
  k=6: error 2.893e-03 J, sharp bound 2.106e-02 J
  k=8: error 3.014e-04 J, sharp bound 2.080e-03 J
  k=10: error 3.091e-05 J, sharp bound 2.052e-04 J
  error reduction per unit k: observed 3.1231, exp(4G) 3.1844
Aliased step 0.628319 /J, k=10: error 0.094563 J, floor 0.024938 J
  bound misapplied at this step would claim 6.207e-05 J
```
